# Kohn's formula and the Drude weight of a finite dimerized ring, part 2

We seek how the zero-temperature Drude weight $D$ of a dimerized ring depends on its length $L$. Hartree atomic units are used, with electron charge $-1$. A uniform vector potential $A$ gives the twist $\varphi=AL$ and attaches the phase $e^{-iAd}$ to a hop over a bond of length $d$. The spectrum depends on $A$ only through $\varphi$. $D$ is defined by $dI/dt=D\,\mathcal E$, with current $I$ and field $\mathcal E=-dA/dt$.

With $J=\partial H/\partial A$, $K=\partial^2H/\partial A^2$, excitation energies $\omega_n$ and $J_{n0}=\langle n|J|0\rangle$, a non-degenerate ground state of energy $E_0$ obeys

$$\frac{d^2E_0}{dA^2}=\langle K\rangle+2\,\mathrm{Re}\,\langle0|J|\partial_A0\rangle=\langle K\rangle-2\sum_{n\ne0}\frac{|J_{n0}|^2}{\omega_n}, \tag{3}$$

$$D=\frac1L\frac{d^2E_0}{dA^2}=L\,\frac{d^2E_0}{d\varphi^2}. \tag{7}$$

The terms of (3) are the diamagnetic and paramagnetic ones. The f-sum rule makes the total optical weight $\pi\langle K\rangle/L$, of which the Drude part is $\pi D$.

The ring has $N\ge2$ cells of length $a$, $L=Na$, hoppings $v$ inside and $w$ between cells, $v>w>0$, $r=w/v$, and $N$ non-interacting spinless electrons filling the lower of the bands $\varepsilon_\pm(\theta)=\pm|v+we^{i\theta}|$. The gap is $E_g=2(v-w)$, and $\theta_n=(2\pi n+\varphi)/N$, $n=0,\dots,N-1$. Then

$$E_0(\varphi)=-v\sum_{n=0}^{N-1}f(\theta_n),\quad f(\theta)=|1+re^{i\theta}|,\qquad D=\frac aN\sum_{n}\varepsilon_-''(\theta_n). \tag{9}$$

With $f(\theta)=\sum_lc_le^{il\theta}$,

$$E_0=-vN\Big[c_0+2\sum_{m\ge1}c_{mN}\cos m\varphi\Big],\qquad D(\varphi)=2vaN^2\sum_{m\ge1}m^2c_{mN}\cos m\varphi, \tag{10}$$

$$c_n=\sum_{l\ge0}\binom{1/2}{l}\binom{1/2}{l+n}r^{2l+n}. \tag{11}$$

With $\zeta=e^{i\theta}$ and principal roots, also

$$c_n=\frac1{2\pi i}\oint_{|\zeta|=1}\zeta^{n-1}(1+r\zeta)^{1/2}(1+r/\zeta)^{1/2}d\zeta ,$$

the integral evaluated next.

The examples use $v=0.10$, $w=0.06$ hartree on bonds $d_v=2$, $d_w=3$ bohr. The final listing also covers an interacting ring: eight sites, four fermions, nearest-neighbour repulsion $V=0.05$ hartree, $\varphi=0.7$. There a step $\delta A$ gives a current $\delta I$ for which $-\delta I/\delta A$ starts at $\langle K\rangle/L$ and has time average $D$; a ramp $\delta A=\alpha e^{-izt}$, $z=\omega+i\eta$, gives $\delta I=-\Pi(z)\,\delta A/L$.

Inside the unit circle $(1+r\zeta)^{1/2}$ is analytic, and $(1+r/\zeta)^{1/2}$ is analytic except where $1+r/\zeta\le0$, which is the segment $-r\le\zeta\le0$. The branch point $\zeta=-r$ and its partner $-1/r$ are $\theta=\pi\pm i\ln(v/w)$, the complex wave numbers at which the two bands touch. Shrink the counterclockwise contour onto the segment. The small arcs of radius $\rho$ contribute $O(\rho^{n-1/2})$ at $0$ and $O(\rho^{3/2})$ at $-r$, and vanish for $n\ge1$. On the upper side $\zeta=-x+i0$, so $1+r/\zeta=-(r/x-1)-i0$ and the root is $-i\sqrt{r/x-1}$; the path runs from $x=0$ to $r$ with $d\zeta=-dx$, which contributes $+i\int_0^r(-x)^{n-1}\sqrt{1-rx}\sqrt{r/x-1}\,dx$. On the lower side the root and the direction both change sign and the contribution is the same. The sum $2i$ over $2\pi i$ leaves $1/\pi$, and $x=rs$ gives

$$c_n=(-1)^{n-1}\frac{r^n}{\pi}\int_0^1s^{\,n-3/2}(1-s)^{1/2}(1-r^2s)^{1/2}\,ds. \tag{12}$$

The integrand is positive, so $c_n$ has the sign $(-1)^{n-1}$. The program checks (11) and (12) against direct quadrature of $f$, and (10) against a high-precision finite difference of the sum (9), for $r=0.3$, $0.6$ and $0.9$.

The last factor in (12) lies between $\sqrt{1-r^2}$ and 1, so

$$\sqrt{1-r^2}\,b_nr^n\le|c_n|\le b_nr^n,\qquad b_n=\frac1\pi\int_0^1s^{n-3/2}(1-s)^{1/2}ds=\frac{\Gamma(n-\frac12)\Gamma(\frac32)}{\pi\,\Gamma(n+1)},$$

by Euler's beta integral. With $\Gamma(\frac12)=\sqrt\pi$ and $\Gamma(\frac32)=\sqrt\pi/2$ one has $b_1=\frac12$, and $\Gamma(x+1)=x\Gamma(x)$ gives $b_{n+1}/b_n=(n-\frac12)/(n+1)$; start and recursion are those of $|\binom{1/2}{n}|$, so the two are equal. The sequence $b_nn^{3/2}$ does not increase, because the square of the ratio of successive terms is $(n-\frac12)^2(n+1)/n^3=1-\frac3{4n^2}+\frac1{4n^3}\le1$ for $n\ge1$. Thus $b_n\le1/(2n^{3/2})$. Inserting this in (10) with $|\cos m\varphi|\le1$, the $m$th term is at most $2vaN^2m^2r^{mN}/[2(mN)^{3/2}]=va\sqrt{N}\sqrt m\,r^{mN}$. With $\sqrt m\le m$ and $\sum_mmx^m=x/(1-x)^2$,

$$|D(\varphi)|\le va\sqrt N\,\frac{r^N}{(1-r^N)^2},\qquad r^N=e^{-L/\xi},\qquad \xi=\frac{a}{\ln(v/w)}. \tag{13}$$

This holds for every $N$ and $\varphi$ and proves the exponential decay. The rate per cell is the distance of the branch point from the real $\theta$ axis. The mechanism reaches beyond this model in a conditional form: if the energy of a filled band is analytic for $|\mathrm{Im}\,\theta|<\kappa$, shifting the Fourier contour by $i\kappa'$ with $\kappa'<\kappa$ bounds its coefficients by a constant times $e^{-n\kappa'}$, and the analogue of (10) decays accordingly. For the interacting ring no decay law is proved here.

The sign of $D$ at $\varphi=0$ follows from (12) for every $N$. For even $N$ all indices $mN$ are even, all $c_{mN}$ are negative, and $D(0)<0$. For odd $N$, $(-1)^{mN-1}=(-1)^{m-1}$, and the sum over $m$ can be done under the integral. Applying $y\,d/dy$ twice to $1/(1-y)$ gives $\sum_mm^2y^m=y(1+y)/(1-y)^3$, and $y=-x$ turns this into $\sum_m(-1)^{m-1}m^2x^m=x(1-x)/(1+x)^3$. Here $x=(rs)^N$ lies between 0 and 1, so the sum is positive, the remaining factors $s^{-3/2}(1-s)^{1/2}(1-r^2s)^{1/2}$ are positive, and $D(0)>0$. In terms of (9), an even ring has a sampling point at the top of the band, $\theta=\pi$, where $\varepsilon_-\simeq-\sqrt{(v-w)^2+vw(\theta-\pi)^2}$ has curvature $-vw/(v-w)$, and an odd ring straddles that point.

For long rings (12) can be evaluated sharply. Put $s=e^{-u}$, so that $s^{n-3/2}|ds|=e^{-nu}e^{u/2}du$ and

$$|c_n|=\frac{r^n}\pi\int_0^\infty e^{-nu}u^{1/2}h(u)\,du,\qquad h(u)=e^{u/2}\left(\frac{1-e^{-u}}u\right)^{1/2}\left(1-r^2e^{-u}\right)^{1/2}.$$

For large $n$ only $u\sim1/n$ contributes. To first order in $u$ the three factors of $h$ are $1+u/2$, $(1-u/2)^{1/2}=1-u/4$, and $(1-r^2+r^2u)^{1/2}=\sqrt{1-r^2}\,[1+r^2u/(2(1-r^2))]$. Their product is $\sqrt{1-r^2}\,(1+h_1u)$ with

$$h_1=\frac14+\frac{r^2}{2(1-r^2)}=\frac{1+r^2}{4(1-r^2)} .$$

Since $h$ is smooth at $u=0$ and $h\le e^{u/2}$, the remainder is bounded by a constant times $u^2e^{u/2}$ and contributes a relative $O(n^{-2})$. Using $\int_0^\infty e^{-nu}u^{\nu-1}du=\Gamma(\nu)n^{-\nu}$ with $\Gamma(\frac52)=\frac32\Gamma(\frac32)$,

$$c_n=(-1)^{n-1}\frac{\sqrt{1-r^2}}{2\sqrt\pi}\frac{r^n}{n^{3/2}}\left[1+\frac\beta n+O(n^{-2})\right],\qquad \beta=\frac32h_1=\frac{3(1+r^2)}{8(1-r^2)} .$$

The term $m=2$ of (10) has, to leading order, the size $4\cdot2^{-3/2}r^N=\sqrt2\,r^N$ relative to $m=1$, and $m=3$ has $\sqrt3\,r^{2N}$; these are smaller than any power of $1/N$. Keeping $m=1$,

$$D(\varphi)\simeq(-1)^{N-1}\,va\sqrt{\frac{(1-r^2)N}{\pi}}\;e^{-L/\xi}\left[1+\frac\beta N+O(N^{-2})\right]\cos\varphi. \tag{14}$$

The decay is thus $\sqrt L\,e^{-L/\xi}$ and not a pure exponential: the factor $N^2$ in (10) and the $N^{-3/2}$ from the square-root branch point combine to $\sqrt N$. Near $\varphi=\pm\pi/2$, where $\cos\varphi$ vanishes, the $m=2$ term leads instead. The expansion of $h$ is limited by the nearer of the zero of $1-r^2e^{-u}$ at $u=-2a/\xi$ and the zeros of $1-e^{-u}$ at $u=\pm2\pi i$, so (14) needs both $L\gg\xi$ and $N\gg1$; the neglect of $m\ge2$ needs $L\gg\xi$ as well. The program tests the signs and the bound (13) for $N=2$ to $30$, the coefficient $\beta$ by extrapolation from $N=200$ and $400$, and the rate from $N=200$ and $201$, each for the three values of $r$; for $r=0.6$ it also tests the $\cos\varphi$ law at $N=40$ and the zero flux average at $N=5$.

The length $\xi$ is tied to the gap. From $e^{a/2\xi}=\sqrt{v/w}$,

$$\sinh\frac a{2\xi}=\frac12\left(\sqrt{\frac vw}-\sqrt{\frac wv}\right)=\frac{v-w}{2\sqrt{vw}}=\frac{E_g}{4\sqrt{vw}} .$$

For a small gap the sinh equals its argument and $\xi\simeq2a\sqrt{vw}/E_g$, where $a\sqrt{vw}$ is the velocity in the two-band dispersion near $\theta=\pi$. In the opposite limit $w\to0$ the ring falls into separate dimers, the twist can be placed on a vanishing bond, and $D$ vanishes as $r^N$.

At $v=w=t$ the gap closes, $\xi$ and $\beta$ diverge, and (13) is empty. Then $\varepsilon_-=-2t|\cos(\theta/2)|$. For odd $N$ and $|\varphi|<\pi$ let $n$ run from $-(N-1)/2$ to $(N-1)/2$, so that all $\theta_n$ lie in $(-\pi,\pi)$. Expanding $\cos(\pi n/N+\varphi/2N)$, the sine terms cancel between $n$ and $-n$, and the geometric sum $\sum_ne^{i\pi n/N}=\sin(\pi/2)/\sin(\pi/2N)$ leaves

$$E_0=-2t\,\frac{\cos(\varphi/2N)}{\sin(\pi/2N)},\qquad D(0)=Na\,\frac{2t}{4N^2\sin(\pi/2N)}=\frac{ta}{2N\sin(\pi/2N)}\;\to\;\frac{ta}\pi .$$

The limit is $v_F/\pi$, since $|d\varepsilon_-/dk|=ta\sin(\theta/2)=ta$ at $\theta=ka=\pi$. For even $N$ and $0<\varphi<2\pi$ write $\theta_n=[2\pi(n+\frac12)+\varphi-\pi]/N$ with $n=-N/2,\dots,N/2-1$; the same steps give the same expression with $\varphi$ replaced by $\varphi-\pi$. Its slope $(t/N)\sin[(\varphi-\pi)/2N]/\sin(\pi/2N)$ is $-t/N$ at $\varphi=0^+$ and $+t/N$ at $2\pi^-$, so $E_0$ has a cusp at $\varphi=0$ with slope jump $-2t/N$. Two levels cross there, the ground state is degenerate, and (7) does not apply. For odd $N$ the expression in $\varphi$ has slope $+t/N$ at $\pi^-$ and $-t/N$ at $-\pi^+$, so the same cusp sits at $\varphi=\pi$. Away from the cusp the metal has $D\to ta/\pi$ for both parities, and the positive curvature over one period is balanced by the jump, which is how periodicity is respected. A small gap rounds the cusp: the single term $-(a/N)\,vw/(v-w)$ that $\theta=\pi$ contributes to (9) for even $N$ diverges as $w\to v$.

For numbers, keep $v=0.10$ and $w=0.06$ hartree with bonds of 2 and 3 bohr, $a=5$ bohr. Then $r=0.6$, $\ln(v/w)=0.510826$, and diagonalization of a ring of 20 cells gives $E_g=0.080$ hartree, or $2.18$ eV. The decay length is $\xi=5/0.510826=9.788$ bohr, or $0.518$ nm, and the exponential factor loses one decade every $\xi\ln10=22.5$ bohr. The gap relation has $E_g/4\sqrt{vw}=0.258199$; the small-gap form gives $5/(2\times0.258199)=9.68$ bohr, 1% below $\xi$. The coefficient is $\beta=3\times1.36/(8\times0.64)=0.797$, and the extrapolation of the exact values returns $0.79686$ against $0.79687$. The prefactor is $va\sqrt{(1-r^2)/\pi}=0.225676$ hartree bohr. Many digits are kept below only to follow the arithmetic.

For $N=11$, $2vaN^2=121$ hartree bohr, $c_{11}=2.404152\times10^{-5}$ and $c_{22}=-2.981802\times10^{-8}$. Two terms of (10) give

$$121\times(2.404152\times10^{-5}-4\times2.981802\times10^{-8})=2.89459\times10^{-3},$$

against the full value $2.89466\times10^{-3}$ hartree bohr; the small positive remainder has the sign of $c_{33}$. The leading asymptote is $0.225676\times\sqrt{11}\times3.627971\times10^{-3}=2.7155\times10^{-3}$, 6.2% below the exact value, and the factor $1+0.79687/11=1.0724$ raises it to $2.9122\times10^{-3}$, 0.6% above. For $N=10$, $2vaN^2=100$, and $100\times(-4.653226\times10^{-5}-4\times9.588560\times10^{-8})=-4.69158\times10^{-3}$, against $-4.69186\times10^{-3}$. The relative remainder $6\times10^{-5}$ matches $\sqrt3\,r^{20}$ with $r^{10}=6.0466\times10^{-3}$.

The same values arise from (3) as a near cancellation. Without interaction the ground state is a Slater determinant and $J$ is a one-body operator, so it reaches only states with one electron moved from an occupied orbital $i$ to an empty orbital $p$, with matrix element $\langle p|J|i\rangle$ and excitation energy $\varepsilon_p-\varepsilon_i$; the paramagnetic sum is the Kubo–Greenwood interband sum. Evaluated with real-space orbitals, the diamagnetic and interband terms are $0.10622827$ and $0.11092013$ for $N=10$, $0.10637934$ and $0.10348468$ for $N=11$, and $0.10632456$ and $0.10636292$ hartree bohr for $N=20$. Their differences are $-4.6919\times10^{-3}$, $+2.8947\times10^{-3}$ and $-3.836\times10^{-5}$. By the f-sum rule the diamagnetic term is the total optical weight over $\pi$, so at $N=20$ the Drude part is, in magnitude, $3.6\times10^{-4}$ of the total, and since $D$ is negative there, the transitions across the gap carry the total weight plus that small fraction.

At $\varphi=0$, in hartree bohr:

| $N$ | exact $D$ | (14) with $\beta$ | bound (13) |
|---|---|---|---|
| 4 | $-8.388\times10^{-2}$ | $-7.015\times10^{-2}$ | $1.711\times10^{-1}$ |
| 5 | $4.112\times10^{-2}$ | $4.549\times10^{-2}$ | $1.022\times10^{-1}$ |
| 10 | $-4.692\times10^{-3}$ | $-4.659\times10^{-3}$ | $9.677\times10^{-3}$ |
| 11 | $2.895\times10^{-3}$ | $2.912\times10^{-3}$ | $6.060\times10^{-3}$ |
| 20 | $-3.836\times10^{-5}$ | $-3.837\times10^{-5}$ | $8.176\times10^{-5}$ |
| 21 | $2.354\times10^{-5}$ | $2.355\times10^{-5}$ | $5.027\times10^{-5}$ |
| 40 | $-1.9457\times10^{-9}$ | $-1.9460\times10^{-9}$ | $4.227\times10^{-9}$ |

For the short rings the error of (14) alternates: relative to the exact magnitude it is 16% low at $N=4$ and 11% high at $N=5$. The $m=2$ term accounts for the pattern, since $c_{2N}$ is always negative and so adds to the magnitude for even $N$ and subtracts for odd $N$, with leading-order size $\sqrt2\,r^4=0.18$ and $\sqrt2\,r^5=0.11$ relative to the $m=1$ term. The bound is not tight: its ratio to the leading asymptote tends to $\sqrt{\pi/(1-r^2)}=0.5/0.225676=2.2$. The square-root prefactor is visible in the table. From $N=10$ to $N=20$ the magnitude falls by $4.6919\times10^{-3}/3.8356\times10^{-5}=122$, whereas $r^{-10}=165$. Dividing 165 by $\sqrt2$ gives 117, and the ratio $1.0797/1.0398$ of the $\beta$ factors together with $1+4c_{20}/c_{10}=1.008$ brings this to 122. With the $\sqrt N$ removed, the ratio of the exact values at $N=200$ and $201$ gives $9.7877$ bohr for the decay length. The shortfall from $9.7881$ is what (14) predicts, because the $\beta$ factor adds $\beta(1/200-1/201)=2.0\times10^{-5}$ to the rate $0.510826$, a relative change of $4\times10^{-5}$.

For the uniform chain with $t=0.08$ hartree, finite differences of the real-space ground-state energy give $D=0.129443$, $0.127758$ and $0.127355$ hartree bohr for $N=5$, $11$ and $41$, approaching $ta/\pi=0.127324$, and the slope jump for $N=10$ is $-0.01600$ hartree per radian, equal to $-2t/N$. One hartree bohr is $532.51$ S m/s, so the metallic limit is $67.8$ S m/s. The dimerized ring has $1.54$ S m/s at $N=11$, a factor $0.127758/0.0028947=44$ below the uniform ring of the same length, and $1.25\times10^{-2}$ S m/s at $N=21$.

## Computed values

```
inputs: v = 0.1 Ha, w = 0.06 Ha, d_v = 2.0 bohr, d_w = 3.0 bohr, a = 5.0 bohr
unit of D, <K>/L, Pi/L: 1 Ha bohr = 532.51 S m/s
interacting ring: N = 4, L = 20.0 bohr, V = 0.05 Ha, phi = 0.7 rad, dim = 70
  E0 = -0.382658 Ha, lowest excitation = 0.089618 Ha
  <K>/L = 0.101568, 2 sum|J|^2/(om L) = 0.150364 Ha bohr
  D Kubo = -0.0487956, D curvature = -0.0487956 Ha bohr
  D from step average = -0.0487956, step response at t=0 = 0.101568 Ha bohr
  <K>/L with d_v = a, d_w = 0: 0.464308 Ha bohr (D unchanged)
  ramp: omega = 0.09 Ha, eta = 0.03 Ha, amplitude = 0.0002 1/bohr; step = 0.0001 1/bohr
  Pi(z)/L = 0.066301 -0.216093i Ha bohr
  dI/amp at t=0: evolution -0.066301, Kubo -0.066301 Ha bohr
dimerized ring: r = 0.6000, ln(v/w) = 0.510826
  gap = 0.080000 Ha = 2.1769 eV
  xi = 9.7881 bohr = 0.5180 nm; from D(200)/D(201): 9.7877 bohr
  xi ln10 = 22.538 bohr; gap/(4 sqrt(vw)) = 0.258199
  beta = 0.79687; extrapolated from N = 200, 400: 0.79686
  prefactor v a sqrt((1-r^2)/pi) = 0.225676 Ha bohr
  c_10 = -4.653226e-05, c_20 = -9.588560e-08, r^10 = 6.046618e-03
  c_11 = 2.404152e-05, c_22 = -2.981802e-08, r^11 = 3.627971e-03
  N = 10: diamagnetic 0.10622827, interband 0.11092013, D = -4.691863e-03 Ha bohr
  N = 11: diamagnetic 0.10637934, interband 0.10348468, D = 2.894656e-03 Ha bohr
  N = 20: diamagnetic 0.10632456, interband 0.10636292, D = -3.835618e-05 Ha bohr
  N, L (bohr), D exact, leading, with 1+beta/N, bound (Ha bohr), phi = 0
    4   20.0  -8.3879e-02  -5.8495e-02  -7.0149e-02  1.7107e-01
    5   25.0   4.1125e-02   3.9240e-02   4.5494e-02  1.0222e-01
   10   50.0  -4.6919e-03  -4.3152e-03  -4.6590e-03  9.6772e-03
   11   55.0   2.8947e-03   2.7155e-03   2.9122e-03  6.0602e-03
   20  100.0  -3.8356e-05  -3.6900e-05  -3.8370e-05  8.1760e-05
   21  105.0   2.3538e-05   2.2687e-05   2.3548e-05  5.0266e-05
   40  200.0  -1.9457e-09  -1.9079e-09  -1.9460e-09  4.2272e-09
  D(N = 11) = 1.5414e+00 S m/s
  D(N = 21) = 1.2534e-02 S m/s
metal t = 0.08 Ha: t a/pi = 0.127324 Ha bohr = 67.80 S m/s
  N = 5: D = 0.129443 Ha bohr
  N = 11: D = 0.127758 Ha bohr
  N = 41: D = 0.127355 Ha bohr
  N = 10: jump of dE0/dphi at phi = 0: -0.01600 Ha/rad, -2t/N = -0.01600 Ha/rad
```
